\section*{Damping and reversal time of an isotropic macrospin}

\section{A design rule that fails}

Suppose that a small magnet, whose moments all turn together, has to be reversed faster by a given field. Its Gilbert damping parameter is $\alpha=0.1$. If damping is regarded as friction, and friction as something that slows motion, the remedy seems to be a lower $\alpha$. For the model magnet treated below, lowering $\alpha$ from $0.1$ to $0.01$ lengthens the reversal from about $416$ ps to about $4120$ ps. The rule has made the device ten times slower. Raising $\alpha$ to $1$ would have shortened the reversal to about $82$ ps. These numbers belong to an isotropic magnet; in a thin film, whose shape makes a hard axis, the best damping can lie far below $1$, as the last section shows.

The opposite rule, that more damping is better, fails as well: at $\alpha=10$ the reversal again takes about $416$ ps. The two failures have one origin. Damping reduces the speed of the moment, but it also turns the velocity towards the field, and the reversal time depends on both.

\section{The counter-example in full}

\subsection{Model and conventions}

Let $\mathbf m$ be the unit vector along the magnetic moment and $\mathbf b$ the unit vector along the applied field. The field is switched on suddenly and then keeps its strength $B$ and its direction. The macrospin is isotropic: it has no anisotropy energy, so the applied field is the whole effective field. Thermal noise during the reversal is left out. The Gilbert equation reads
\begin{equation}
\dot{\mathbf m}=-\omega\,\mathbf m\times\mathbf b+\alpha\,\mathbf m\times\dot{\mathbf m},
\qquad \omega=\gamma B>0 .
\label{gilbert}
\end{equation}
Here $\gamma>0$ is the magnitude of the gyromagnetic ratio, and $\omega$ is the precession rate without damping. Both terms on the right are perpendicular to $\mathbf m$, so the length of $\mathbf m$ is conserved.

Take $\mathbf b$ as the polar axis, with polar angle $\theta$ and azimuth $\phi$. The unit vectors $\mathbf m,\mathbf e_\theta,\mathbf e_\phi$ form a right-handed set, so that
\begin{equation}
\mathbf m\times\mathbf e_\theta=\mathbf e_\phi,\qquad
\mathbf m\times\mathbf e_\phi=-\mathbf e_\theta .
\end{equation}
The field direction and the velocity are
\begin{equation}
\mathbf b=\cos\theta\,\mathbf m-\sin\theta\,\mathbf e_\theta,\qquad
\dot{\mathbf m}=\dot\theta\,\mathbf e_\theta+\sin\theta\,\dot\phi\,\mathbf e_\phi .
\end{equation}
The two cross products in the Gilbert equation follow:
\begin{equation}
\mathbf m\times\mathbf b=-\sin\theta\,\mathbf e_\phi,\qquad
\mathbf m\times\dot{\mathbf m}=\dot\theta\,\mathbf e_\phi-\sin\theta\,\dot\phi\,\mathbf e_\theta .
\label{products}
\end{equation}
Equating the components along $\mathbf e_\theta$ and $\mathbf e_\phi$ gives
\begin{align}
\dot\theta&=-\alpha\sin\theta\,\dot\phi, \label{comp1}\\
\sin\theta\,\dot\phi&=\omega\sin\theta+\alpha\dot\theta . \label{comp2}
\end{align}
The first equation says that damping converts azimuthal motion into motion towards the field. The second says that the motion towards the field acts back and slows the precession.

\subsection{Three values of the damping}

Away from the poles $\sin\theta\neq0$. Inserting (\ref{comp1}) into (\ref{comp2}) and dividing by $\sin\theta$ gives $\dot\phi=\omega-\alpha^2\dot\phi$. For the three values of $\alpha$ this means
\begin{align}
\alpha=0.1:&\quad 1.01\,\dot\phi=\omega, &
\dot\theta&=-\frac{0.1}{1.01}\,\omega\sin\theta=-0.0990\,\omega\sin\theta,\\
\alpha=1:&\quad 2\,\dot\phi=\omega, &
\dot\theta&=-\frac12\,\omega\sin\theta,\\
\alpha=10:&\quad 101\,\dot\phi=\omega, &
\dot\theta&=-\frac{10}{101}\,\omega\sin\theta=-0.0990\,\omega\sin\theta .
\end{align}
At every angle the spin with $\alpha=1$ approaches the field about five times faster than the other two.

To turn these rates into times, let the moment start at $\theta_0=175^\circ$ and count as reversed at $\theta_1=5^\circ$. Each rate has the form $\dot\theta=-r\omega\sin\theta$ with constant $r$. Separating the variables,
\begin{equation}
r\omega T=\int_{\theta_1}^{\theta_0}\frac{d\theta}{\sin\theta}
=\ln\frac{\tan(\theta_0/2)}{\tan(\theta_1/2)}\equiv L .
\label{L}
\end{equation}
The integral is correct because the derivative of $\ln\tan(\theta/2)$ is $1/[2\sin(\theta/2)\cos(\theta/2)]=1/\sin\theta$. For the chosen angles $L=6.2626$.

Let the precession energy be $\hbar\omega=10^{-4}$ eV, a round model value that corresponds to a field of about $0.86$ T for $g\approx2$. The unit of $1/\omega$ is then $10^4\,\hbar/\mathrm{eV}$, and
\begin{align}
T(1)&=2\times6.2626\times10^4\,\frac{\hbar}{\mathrm{eV}}
=1.2525\times10^5\,\frac{\hbar}{\mathrm{eV}},\\
T(0.1)=T(10)&=10.1\times6.2626\times10^4\,\frac{\hbar}{\mathrm{eV}}
=6.325\times10^5\,\frac{\hbar}{\mathrm{eV}} .
\end{align}
Since $1\,\hbar/\mathrm{eV}=6.582\times10^{-4}$ ps, these times are $82.4$ ps and $416$ ps. Going from $\alpha=0.1$ to $\alpha=1$ increases the damping tenfold and shortens the reversal by a factor of $5.05$. This contradicts the claim that more damping must slow reversal.

\section{The general statement and its proof}

For an isotropic macrospin obeying (\ref{gilbert}) in a fixed field, the time from $\theta_0$ to $\theta_1$, with $0<\theta_1<\theta_0<\pi$, is
\begin{equation}
T(\alpha)=\frac{1+\alpha^2}{\alpha}\,\frac{L}{\omega},\qquad \alpha>0 .
\label{T}
\end{equation}
If $\gamma$, $B$, $\theta_0$ and $\theta_1$ do not change with $\alpha$, this time has a single minimum, $T_{\min}=2L/\omega$, at $\alpha=1$.

\subsection{Proof}

For general $\alpha$ the relation $\dot\phi=\omega-\alpha^2\dot\phi$ and equation (\ref{comp1}) give
\begin{equation}
\dot\phi=\frac{\omega}{1+\alpha^2},\qquad
\dot\theta=-\frac{\alpha\,\omega}{1+\alpha^2}\sin\theta .
\label{rates}
\end{equation}
For $\alpha>0$ the angle $\theta$ falls steadily, so the target angle is crossed once and the reversal time is unambiguous. Setting $r=\alpha/(1+\alpha^2)$ in (\ref{L}) gives (\ref{T}). The dependence on $\alpha$ can be written as
\begin{equation}
\frac{1+\alpha^2}{\alpha}=\alpha+\frac1\alpha
=2+\left(\sqrt\alpha-\frac1{\sqrt\alpha}\right)^2\geq2 ,
\end{equation}
with equality when $\sqrt\alpha=1/\sqrt\alpha$, that is, at $\alpha=1$. The derivative,
\begin{equation}
\frac{dT}{d\alpha}=\frac{L}{\omega}\left(1-\frac1{\alpha^2}\right),
\end{equation}
is negative below $\alpha=1$ and positive above it. More damping therefore shortens the reversal in the first range and lengthens it in the second. This completes the proof.

A numerical search that uses reversal times from direct integration of (\ref{gilbert}), without the formula for $T$, finds the minimum at $\alpha=1.000$. It does so both for the path from $175^\circ$ to $5^\circ$ and for the path from $160^\circ$ to $90^\circ$.

\subsection{Speed and direction}

The reason for the optimum is visible in the velocity. From (\ref{rates}), the speed of $\mathbf m$ on the unit sphere is
\begin{equation}
|\dot{\mathbf m}|=\sqrt{\dot\theta^2+\sin^2\theta\,\dot\phi^2}
=\frac{\omega\sin\theta}{1+\alpha^2}\sqrt{\alpha^2+1}
=\frac{\omega\sin\theta}{\sqrt{1+\alpha^2}} .
\label{speed}
\end{equation}
Damping does reduce the speed, and to this extent the friction picture is right. Now let $\chi$ be the angle between the velocity and the circle of latitude, measured towards the field. By (\ref{comp1}),
\begin{equation}
\tan\chi=\frac{-\dot\theta}{\sin\theta\,\dot\phi}=\alpha .
\end{equation}
Hence $1/\sqrt{1+\alpha^2}=\cos\chi$, and the rate of approach is speed times directed share:
\begin{equation}
-\dot\theta=(\omega\sin\theta\cos\chi)\,\sin\chi
=\frac{\omega\sin\theta}{2}\,\sin2\chi .
\end{equation}
It is largest at $\chi=45^\circ$, which is $\alpha=1$. At $\theta=90^\circ$ and $\alpha=0.1$ the speed is $0.995\,\omega$, but a share of $0.0995$ points towards the field. At $\alpha=10$ the two factors have changed places. At $\alpha=1$ both are $0.707$, and their product is $0.5$.

The energy gives the same reading. With moment $\mu$, the energy is $E=-\mu B\cos\theta$, so
\begin{equation}
\dot E=\mu B\sin\theta\,\dot\theta
=-\mu B\,\frac{\alpha\,\omega}{1+\alpha^2}\sin^2\theta
=-\frac{\alpha\mu}{\gamma}\,|\dot{\mathbf m}|^2 .
\end{equation}
The last form follows from (\ref{speed}) and $B=\omega/\gamma$. Reversal lowers the energy from nearly $+\mu B$ to nearly $-\mu B$, and this energy must be dissipated. The dissipated power is a friction coefficient proportional to $\alpha$ times the squared speed. Weak damping dissipates little because the coefficient is small; strong damping dissipates little because the motion is slow.

\section{Limits, paths and the width of the minimum}

For weak and strong damping, (\ref{T}) becomes
\begin{equation}
T\simeq\frac{L}{\alpha\omega}\quad(\alpha\ll1),\qquad
T\simeq\frac{\alpha L}{\omega}\quad(\alpha\gg1).
\end{equation}
At $\alpha=0$ the angle $\theta$ is constant and the moment precesses without reversing. The friction picture describes the strong-damping range, where the time grows in proportion to $\alpha$.

Replacing $\alpha$ by $1/\alpha$ leaves $\alpha+1/\alpha$ unchanged, so $\alpha=0.01$ and $\alpha=100$ give the same time, $6.263\times10^6\,\hbar/\mathrm{eV}$. The motions are quite different. The azimuth turned during the reversal is
\begin{equation}
\Delta\phi=\dot\phi\,T=\frac{\omega}{1+\alpha^2}\,\frac{1+\alpha^2}{\alpha}\,\frac L\omega
=\frac L\alpha .
\end{equation}
This is $99.7$ turns at $\alpha=0.01$, very nearly one turn at $\alpha=1$, and $0.01$ turn at $\alpha=100$. The near-whole turn at $\alpha=1$ comes from the chosen angles, for which $L$ is close to $2\pi$; it is not a condition for the optimum.

Because $\chi$ is constant along the path, an element of path length is $ds=|d\theta|/\sin\chi$. With $\sin\chi=\alpha/\sqrt{1+\alpha^2}$ the total length is
\begin{equation}
s=(\theta_0-\theta_1)\,\frac{\sqrt{1+\alpha^2}}{\alpha} .
\end{equation}
It is $297$ rad at $\alpha=0.01$, $4.20$ rad at $\alpha=1$ and $2.97$ rad at $\alpha=100$. The shortest time thus does not belong to the shortest path: beyond $\alpha=1$ the path still shortens, but the loss of speed outweighs the gain.

The minimum is broad. The times within $10$ per cent of the shortest satisfy
\begin{equation}
\frac{T}{T_{\min}}=\frac12\left(\alpha+\frac1\alpha\right)\leq1.1
\quad\Longleftrightarrow\quad \alpha^2-2.2\,\alpha+1\leq0 ,
\end{equation}
which holds for $0.642\leq\alpha\leq1.558$. In this isotropic model nothing sharp happens at $\alpha=1$, and the damping need not meet this value closely for the time to be near the shortest.

\section{What the starting angle changes}

The angles enter through $L$, which multiplies the whole function of $\alpha$. They set the length of the reversal but not the best damping. Write $\theta_0=\pi-\delta$. For small $\delta$, $\tan(\theta_0/2)=\cot(\delta/2)\simeq2/\delta$, so $L$ grows as $\ln(1/\delta)$. A start ten times closer to the antiparallel direction adds about $\ln10$ to $L$, and at $\alpha=1$ about $2\ln10/\omega$ to the time. Moving the start from $175^\circ$ to $179.5^\circ$ adds $4.61\times10^4\,\hbar/\mathrm{eV}$, over a third of the original time. A moment exactly antiparallel to the field feels no torque, and in this noise-free model it never reverses.

In an ensemble the starting angle may be spread, for instance by temperature while an earlier, opposite field holds the moments near $\theta=\pi$. If all starting angles exceed $\theta_1$ and their distribution does not depend on $\alpha$, averaging (\ref{T}) gives
\begin{equation}
\langle T\rangle=\frac{1+\alpha^2}{\alpha}\,\frac{\langle L\rangle}{\omega},
\end{equation}
and the optimum stays at $\alpha=1$ as long as $\langle L\rangle$ is finite. It is finite if the probability per solid angle is bounded near $\delta=0$, because the integral of $\delta\ln(1/\delta)$ converges there. Noise that acts during the reversal is outside this argument.

\section{The same symbol in another equation}

The result depends on what is held fixed when the damping is changed. To see this, take the cross product of $\mathbf m$ with (\ref{gilbert}). Since $\mathbf m\cdot\dot{\mathbf m}=0$, the double product is $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$, and
\begin{equation}
\mathbf m\times\dot{\mathbf m}=-\omega\,\mathbf m\times(\mathbf m\times\mathbf b)-\alpha\dot{\mathbf m} .
\end{equation}
Inserting this into the last term of (\ref{gilbert}) and collecting $\dot{\mathbf m}$ on the left gives
\begin{equation}
(1+\alpha^2)\,\dot{\mathbf m}=-\omega\,\mathbf m\times\mathbf b
-\alpha\omega\,\mathbf m\times(\mathbf m\times\mathbf b) .
\label{explicit}
\end{equation}
The Landau--Lifshitz equation has the same two torques, with its own coefficients:
\begin{equation}
\dot{\mathbf m}=-\omega_L\,\mathbf m\times\mathbf b
-\lambda\omega_L\,\mathbf m\times(\mathbf m\times\mathbf b) .
\end{equation}
From (\ref{products}), $\mathbf m\times(\mathbf m\times\mathbf b)=\sin\theta\,\mathbf e_\theta$. Therefore $\dot\theta=-\lambda\omega_L\sin\theta$ and
\begin{equation}
T=\frac{L}{\lambda\,\omega_L} .
\end{equation}
At fixed $\omega_L$ this falls steadily with $\lambda$ and has no minimum. With $\hbar\omega_L=10^{-4}$ eV the time is $6.26\times10^4\,\hbar/\mathrm{eV}$ at $\lambda=1$ and $3.13\times10^4\,\hbar/\mathrm{eV}$ at $\lambda=2$.

There is no contradiction. Comparison with (\ref{explicit}) shows that the two equations describe the same motion when $\lambda=\alpha$ and $\omega_L=\omega/(1+\alpha^2)$. Holding $\omega_L$ fixed while $\lambda$ grows therefore means raising the Gilbert rate as $\omega=\omega_L(1+\lambda^2)$. In a given field this is a growing $\gamma$, and it more than makes up for the loss of speed: by (\ref{speed}) the speed becomes $\omega_L\sin\theta\sqrt{1+\lambda^2}$, which grows with $\lambda$. The optimum at $\alpha=1$ belongs to the comparison in which the Gilbert $\gamma$ is independent of damping.

\section{Anisotropy: one case that keeps the optimum and one that does not}

Let the magnet have an easy axis along the field. The effective field, in units of $B$, becomes $(1+\kappa\cos\theta)\,\mathbf b$ with $0\leq\kappa<1$. It still points along $\mathbf b$ at every angle, so there is no barrier. The derivation of (\ref{rates}) holds at each instant with $\omega$ replaced by $\omega(1+\kappa\cos\theta)$, and
\begin{equation}
T=\frac{1+\alpha^2}{\alpha\,\omega}\int_{\theta_1}^{\theta_0}
\frac{d\theta}{\sin\theta\,(1+\kappa\cos\theta)} .
\end{equation}
The integral does not contain $\alpha$, so the optimum remains at $\alpha=1$. For $\kappa=0.5$ direct integration gives $1.524\times10^5\,\hbar/\mathrm{eV}$ at $\alpha=1$ and $1.905\times10^5\,\hbar/\mathrm{eV}$ at both $\alpha=0.5$ and $\alpha=2$. The ratio is $1.25$, as $(\alpha+1/\alpha)/2$ requires.

Now let there be a hard axis $\mathbf e_x$ perpendicular to the field instead. The effective field in units of $B$ is $\mathbf h=\mathbf b-k\,m_x\mathbf e_x$ with $k>0$. Even without damping, the component along the field changes:
\begin{equation}
\dot m_z=-\omega(\mathbf m\times\mathbf h)_z
=-\omega(m_xh_y-m_yh_x)=-k\,\omega\,m_xm_y .
\end{equation}
Precession can now carry the moment towards the field or away from it, and the proof no longer applies. For $k=5$, the first arrival at $5^\circ$, averaged over the four starting azimuths $0^\circ$, $45^\circ$, $90^\circ$ and $135^\circ$ measured from the hard axis, takes $5.06\times10^4\,\hbar/\mathrm{eV}$ at $\alpha=0.5$ and $6.81\times10^4\,\hbar/\mathrm{eV}$ at $\alpha=1$. The smaller damping is faster, so $\alpha=1$ is not the optimum here. Two values do not locate the new optimum, but they show that the rule can fail in a magnet without axial symmetry about the field. Four azimuths are a coarse sample: with 24 evenly spaced azimuths the two means become $4.86\times10^4$ and $6.86\times10^4\,\hbar/\mathrm{eV}$, and $\alpha=0.5$ is the faster at each azimuth. The case matters for devices, because a thin film reversed by an in-plane field has its normal as a hard axis, with $k\approx\mu_0M_s/B$. For $k=50$, as for $\mu_0M_s=1$ T and $B=20$ mT, the mean time to the final arrival at $5^\circ$ is about $1.5/\omega$ at $\alpha=0.1$, $1.1/\omega$ at $\alpha=0.2$ and $6.6/\omega$ at $\alpha=1$, so raising $\alpha$ from $0.1$ to $1$ slows the reversal about fourfold. The optimum at $\alpha=1$ is not a design rule for such elements. The numerical output lists the values for the isotropic, Landau--Lifshitz and axial cases and the four-azimuth means for $k=5$. The energy scales it gives for the two anisotropies are $\kappa\hbar\omega$ and $k\hbar\omega$, the precession energies in the anisotropy fields at their greatest strength, which is reached when the moment lies along the anisotropy axis; the anisotropy energy of the whole magnet depends also on its moment $\mu$, which is not specified here.

\section*{Calculated quantities}
\begin{verbatim}
MODEL
precession energy hbar*w = 0.0001 eV
start angle = 175.0 deg, end angle = 5.0 deg
logarithmic factor L = 6.2626 (no unit)
time unit hbar/eV = 6.582120e-04 ps
VELOCITY AT 90 deg FROM THE FIELD, in units of w
alpha  0.1: speed 0.9950, share towards field 0.0995, product 0.0990
alpha  0.5: speed 0.8944, share towards field 0.4472, product 0.4000
alpha  1.0: speed 0.7071, share towards field 0.7071, product 0.5000
alpha  2.0: speed 0.4472, share towards field 0.8944, product 0.4000
alpha 10.0: speed 0.0995, share towards field 0.9950, product 0.0990
REVERSAL (integrated Gilbert equation)
alpha   0.01: T = 6.2632e+06 hbar/eV, turns 99.6724, path 296.7208 rad
alpha   0.10: T = 6.3252e+05 hbar/eV, turns 9.9672, path 29.8186 rad
alpha   0.50: T = 1.5657e+05 hbar/eV, turns 1.9934, path 6.6345 rad
alpha   1.00: T = 1.2525e+05 hbar/eV, turns 0.9967, path 4.1961 rad
alpha   2.00: T = 1.5657e+05 hbar/eV, turns 0.4984, path 3.3173 rad
alpha  10.00: T = 6.3252e+05 hbar/eV, turns 0.0997, path 2.9819 rad
alpha 100.00: T = 6.2632e+06 hbar/eV, turns 0.0100, path 2.9672 rad
T at alpha 0.01 = 4122.5 ps
T at alpha 0.10 = 416.3 ps
T at alpha 1.00 = 82.44 ps
OPTIMUM FOUND BY NUMERICAL SEARCH
from 175 to 5 deg: best alpha = 1.000
from 160 to 90 deg: best alpha = 1.000
T within 10 percent of shortest: alpha 0.642 to 1.558
extra time for start at 179.5 deg, alpha 1: 4.6064e+04 hbar/eV
LANDAU-LIFSHITZ LAW, fixed precession coefficient
lambda 0.5: T = 1.2525e+05 hbar/eV
lambda 1.0: T = 6.2626e+04 hbar/eV
lambda 2.0: T = 3.1313e+04 hbar/eV
lambda 4.0: T = 1.5657e+04 hbar/eV
ANISOTROPY ALONG THE FIELD
anisotropy energy scale = 5.0e-05 eV
alpha 0.5: T = 1.9053e+05 hbar/eV
alpha 1.0: T = 1.5242e+05 hbar/eV
alpha 2.0: T = 1.9053e+05 hbar/eV
HARD AXIS ACROSS THE FIELD, first arrival, mean of 4 azimuths
hard-axis energy scale = 5.0e-04 eV
alpha 0.5: mean T = 5.0555e+04 hbar/eV
alpha 1.0: mean T = 6.8110e+04 hbar/eV
\end{verbatim}
